# Hydrogen-hydrogen dispersion from Sturmian pseudostates, with London and Slater-Kirkwood estimates

## The problem

Two hydrogen atoms in their ground states are a large distance $R$ apart. They attract each other with the energy

$$E(R)=-\frac{C_6}{R^6}.$$

Find $C_6$ to four figures. Then judge two estimates that need only the static polarizability $\alpha$ and one energy: London's, with the ionization energy, and that of Slater and Kirkwood.

The nuclei are fixed and relativity is neglected. The distance is large enough for overlap and exchange between the atoms to be negligible, yet small compared with the wavelengths of the atomic transitions, so that the interaction may be taken as instantaneous. The $R^{-6}$ law is only the leading term. The next multipole term, $-C_8/R^8$ with $C_8\approx124$, adds 19% at $R=10$ bohr and 0.8% at 50 bohr. Retardation weakens the attraction by 0.7% at 50 bohr and by 2.5% at 100 bohr. The four figures asked for refer to the coefficient $C_6$, not to the energy at any given distance. Without exchange the spins play no part, and $C_6$ is the same for the singlet and the triplet. Hartree atomic units are used.

## The sum over states

Put nucleus A at the origin and nucleus B at $R\hat z$. Let $\mathbf r_1$ be the position of electron 1 relative to A, and $\mathbf r_2$ that of electron 2 relative to B. The interaction between the atoms is

$$V=\frac1R+\frac1{|R\hat z+\mathbf r_2-\mathbf r_1|}-\frac1{|R\hat z+\mathbf r_2|}-\frac1{|R\hat z-\mathbf r_1|}.$$

For a displacement $\mathbf s$ short compared with $R$,

$$\frac1{|R\hat z+\mathbf s|}=\frac1R-\frac{s_z}{R^2}+\frac{3s_z^2-s^2}{2R^3}+\dots$$

The terms in $1/R$ cancel, and so do those in $1/R^2$: their numerators are $-(z_2-z_1)+z_2-z_1=0$. In the $1/R^3$ term the squares of each electron's own coordinates cancel and the cross terms remain:

$$V\simeq\frac{x_1x_2+y_1y_2-2z_1z_2}{R^3}.$$

The mean of $\mathbf r$ in a 1s orbital is zero. The first-order energy of this operator therefore vanishes, and in second order both atoms must be excited. The dipole operator leads from 1s to p states. Let $n$ label their radial functions, let $\omega_n$ be the excitation energy, and let $z_n=\langle n\mathrm p_z|z|1\mathrm s\rangle$. By symmetry $x$ reaches $\mathrm p_x$ with the same matrix element, and $y$ reaches $\mathrm p_y$. The squared coefficients in $V$ add up to $1+1+4=6$, so

$$C_6=6\sum_{m,n}\frac{z_m^2z_n^2}{\omega_m+\omega_n}.\tag{1}$$

With the oscillator strengths $f_n=2\omega_nz_n^2$, we have $z_n^2=f_n/2\omega_n$ and

$$C_6=\frac32\sum_{m,n}\frac{f_mf_n}{\omega_m\omega_n(\omega_m+\omega_n)}.\tag{2}$$

In a static field $F$ the second-order energy of one atom is $-F^2\sum_n z_n^2/\omega_n$. Equating it to $-\tfrac12\alpha F^2$ gives

$$\alpha=2\sum_n\frac{z_n^2}{\omega_n}=\sum_n\frac{f_n}{\omega_n^2}.\tag{3}$$

## A tempting solution

The p orbitals of hydrogen are known, with $\omega_n=\tfrac12(1-1/n^2)$ for $n=2,3,\dots$. One computes the integrals $z_n$ and puts them into (1). The first transition, 1s–2p, has $\omega=0.375$ and $f=0.4162$. Summing over $n=2,\dots,40$ on both atoms gives

$$C_6\approx3.919\qquad\text{(wrong)}.$$

The sum seems to be complete. Near the ionization threshold the levels are spaced by $1/n^3$, and the strength per unit energy is finite there, so $f_n$ falls as $1/n^3$. The product $n^3f_n$ falls from $3.33$ at $n=2$ to about $1.56$ for large $n$, so the levels beyond $n=40$ carry a total strength of about $1.56/(2\cdot40^2)\approx5\times10^{-4}$. Including all of them raises the result only to $3.924$.

## The fault

The sum has converged, but to the wrong limit. This can be seen from the total oscillator strength. Since $H$ contains $p_z^2/2$, $[H,z]=-ip_z$ and $[z,[H,z]]=-i[z,p_z]=1$. Writing out the double commutator in the ground state, where $H$ acting on the outside gives $E_0$, we find

$$1=\langle[z,[H,z]]\rangle=2\langle z(H-E_0)z\rangle=2\sum_n\omega_nz_n^2=\sum_nf_n.\tag{4}$$

The bound orbitals up to $n=40$ give $\sum f=0.5645$. The missing $0.4355$ is far more than the bound tail can hold. Apart from that small tail it belongs to the continuum: the bound orbitals alone are not a complete set, and the sums in (1)–(4) must include an integral over ionized states. An atom polarized by its neighbour is not ionized, but its distorted orbital cannot be expanded without continuum functions.

One could add the continuum integral for each atom. It is simpler to use a discrete basis that is complete without a continuum.

## The Sturmian basis

Write a p orbital as $u(r)/r$ times $Y_{10}$. The radial Hamiltonian is

$$h=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r,\qquad E_0=-\frac12.$$

Instead of fixing the nuclear charge and looking for energies, fix the energy at $-\tfrac12$ and let the charge vary:

$$\left[-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac nr+\frac12\right]S_n=0.\tag{5}$$

Insert $S_n=r^2e^{-r}v(r)$ and multiply by $-2$. After division by $re^{-r}$ this becomes

$$rv''+(4-2r)v'+(2n-4)v=0.$$

In the variable $x=2r$ it reads $xv_{xx}+(4-x)v_x+(n-2)v=0$, which is Laguerre's equation. Hence

$$S_n=N_nr^2e^{-r}L^{(3)}_{n-2}(2r),\qquad n=2,3,\dots$$

Each $S_n$ is an $n$p orbital of an ion with nuclear charge $n$. All of them share the exponential $e^{-r}$ of the ground state, and their extent grows only in proportion to $n$, whereas true $n$p orbitals decay as $e^{-r/n}$ and extend to distances of order $n^2$. These Coulomb Sturmians are a complete set for the radial functions needed here. This known property is used without proof; a calculation below that does not use them tests the outcome.

**Energy matrix.** Equation (5) says that

$$(h-E_0)S_n=\frac{n-1}{r}S_n.\tag{6}$$

Multiply (5) by $S_m$, subtract the same expression with $m$ and $n$ exchanged, and integrate. The derivative terms cancel by partial integration, leaving $(n-m)\int S_mS_n\,dr/r=0$. The functions are thus orthogonal with weight $1/r$. We normalize them by $\int S_n^2\,dr/r=1$. Then (6) gives a diagonal matrix

$$K_{mn}=\langle S_m|h-E_0|S_n\rangle=(n-1)\delta_{mn}.$$

The standard integral $\int_0^\infty x^3e^{-x}[L_k^{(3)}]^2dx=(k+3)!/k!$ with $k=n-2$ fixes the constant:

$$\frac{N_n^2}{16}(n+1)n(n-1)=1,\qquad N_n=\frac4{\sqrt{(n+1)n(n-1)}}.$$

**Overlap matrix.** The Laguerre recurrence is

$$xL_k^{(3)}=(2k+4)L_k^{(3)}-(k+1)L_{k+1}^{(3)}-(k+3)L_{k-1}^{(3)}.$$

With $r=x/2$ and $k=n-2$, the function $rS_n$ contains $nS_n$ and $-\tfrac12(n-1)(N_n/N_{n+1})S_{n+1}$, besides a term in $S_{n-1}$. The ordinary overlap is $\int S_m(rS_n)\,dr/r$, so it picks out these coefficients. Since $N_n/N_{n+1}=\sqrt{(n+2)/(n-1)}$,

$$S_{nn}=n,\qquad S_{n,n+1}=-\tfrac12\sqrt{(n-1)(n+2)},\tag{7}$$

and elements further from the diagonal vanish.

**Dipole vector.** The 1s function is $u=2re^{-r}$, and $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$. The radial part of $z|1\mathrm s\rangle$ is therefore $g=2r^2e^{-r}/\sqrt3$. Because $S_2=(4/\sqrt6)r^2e^{-r}$,

$$g=\frac2{\sqrt3}\,\frac{\sqrt6}4\,S_2=\frac{S_2}{\sqrt2}.$$

The components $b_n=\langle S_n|g\rangle=S_{n2}/\sqrt2$ are $b_2=\sqrt2$, $b_3=-1/\sqrt2$, and zero for $n\ge4$.

## Pseudostates

Keep the first $N$ Sturmians and diagonalize $h$ among them. The coefficient vectors obey

$$Kc=\omega Sc,\qquad c^TSc=1,$$

and each solution is a pseudostate with excitation energy $\omega$ and matrix element $z=b^Tc$. These go into (1) in place of the true states.

The equation becomes an ordinary eigenvalue problem on multiplication by $K^{-1/2}$. With $J=K^{-1/2}SK^{-1/2}$ and $y=K^{1/2}c/\sqrt\omega$,

$$Jy=\frac1\omega y,\qquad J_{nn}=\frac n{n-1},\qquad J_{n,n+1}=-\frac12\sqrt{\frac{n+2}n}.\tag{8}$$

The vector $y$ has unit length because $c^TKc=\omega c^TSc=\omega$. As $K_{22}=1$, the matrix element is

$$z=\frac{(Sc)_2}{\sqrt2}=\frac{(Kc)_2}{\sqrt2\,\omega}=\frac{c_2}{\sqrt2\,\omega}=\frac{y_2}{\sqrt{2\omega}},$$

so that $f=2\omega z^2=y_2^2$. The oscillator strength is the square of the first component of the eigenvector.

It follows that

$$\sum f\omega^{-k}=(J^k)_{22}.$$

Now $J$ connects neighbours only. A product of $k$ factors that starts and ends at the first function must make $2N$ steps to visit function number $N+1$ and return. For $0\le k\le2N-1$ the truncation is not felt, and the $N$ pseudostates reproduce these sums for the real atom, continuum included. Negative $k$ is not covered: $\sum f\omega$ is $2/3$ for the atom but $0.6$ for $N=2$. They are the nodes and weights of a Gauss quadrature, in the variable $1/\omega$, over the true distribution of oscillator strength. This is why a few discrete states can replace infinitely many bound states and a continuum.

## One and two functions by hand

For $N=1$, $J=2$. The single pseudostate has $\omega=\tfrac12$ and $f=1$, and (2) gives $C_6=\tfrac32/(\tfrac12\cdot\tfrac12\cdot1)=6$. The polarizability is $1/\omega^2=4$.

For $N=2$,

$$J=\begin{pmatrix}2&-1/\sqrt2\\-1/\sqrt2&3/2\end{pmatrix}.$$

The trace is $7/2$ and the determinant $3-\tfrac12=5/2$, so the eigenvalues are $5/2$ and $1$. The excitation energies are $\omega=2/5$ and $1$. The strengths follow from $f_1+f_2=1$ and $\tfrac52f_1+f_2=J_{22}=2$:

$$f_1=\frac23,\qquad f_2=\frac13.$$

The polarizability is now

$$\alpha=\frac23\cdot\frac{25}4+\frac13=\frac92.$$

This is the exact value, since $k=2$ lies within the range $k\le3$. In (2) the two diagonal terms and the doubled cross term are

$$\frac{4/9}{\frac4{25}\cdot\frac45}=\frac{125}{36},\qquad\frac{1/9}{2}=\frac1{18},\qquad\frac{2\cdot2/9}{\frac25\cdot\frac75}=\frac{50}{63}.$$

Their sum is $121/28$, and

$$C_6(N=2)=\frac32\cdot\frac{121}{28}=\frac{363}{56}=6.482.$$

## Convergence from below

Let $D=H_A+H_B-2E_0$, and let $|s\rangle=R^3V|00\rangle$, where $|00\rangle$ is the pair of ground states. For real trial functions $\chi$ with both atoms in p states, consider

$$F[\chi]=2\langle\chi|s\rangle-\langle\chi|D|\chi\rangle.$$

Let $\chi_0$ solve $D\chi_0=s$. Completing the square gives

$$F[\chi]=\langle s|D^{-1}|s\rangle-\langle\chi-\chi_0|D|\chi-\chi_0\rangle.$$

The first term is the exact $C_6$. The second is never negative, because each p excitation costs at least $3/8$. Hence $F\le C_6$ for every trial function. In the space of products of pseudostates $D$ is diagonal with elements $\omega_m+\omega_n$, and the largest $F$ is the sum (1) taken over pseudostates. Enlarging $N$ enlarges the space, so $C_6(N)$ cannot decrease and cannot exceed the exact value.

Diagonalizing (8) for larger $N$ gives:

| $N$ | $C_6$ |
|---|---|
| 1 | 6.000000 |
| 2 | 6.482143 |
| 3 | 6.498444 |
| 4 | 6.499003 |
| 5 | 6.499025 |
| 10 | 6.499027 |

To the printed digits, nothing changes between $N=10$ and $N=40$. The answer to the first question is

$$C_6=6.499\ \text{atomic units}=3.883\ \text{eV Å}^6.$$

The bound orbitals alone had given 60.3% of it. The value holds for infinitely heavy nuclei. With the proton mass the electron mass is replaced by the reduced mass $\mu=0.999456$. Lengths then scale as $1/\mu$ and energies as $\mu$, so $C_6$ scales as $\mu^{-5}$ and becomes $6.517$ atomic units, or $3.894$ eV Å$^6$.

A second route avoids the Sturmians. Define the polarizability at imaginary frequency, $\alpha(i\omega)=\sum_nf_n/(\omega_n^2+\omega^2)$. For positive $a\ne b$, partial fractions give

$$\int_0^\infty\!\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{\pi}{2(b^2-a^2)}\left(\frac1a-\frac1b\right)=\frac\pi{2ab(a+b)},$$

and the result holds for $a=b$ by continuity. Comparison with (2) shows that

$$C_6=\frac3\pi\int_0^\infty\alpha(i\omega)^2\,d\omega.$$

The numerical check obtains $\alpha(i\omega)$ by solving the radial equation on a grid, and this integral gives $6.499027$.

In a small basis the pseudostates should not be read as energy levels. For $N=4$ they lie at $\omega=0.376$, $0.517$, $0.901$ and $2.605$. The first is close to the 2p excitation at $0.375$, but its strength, $0.446$, exceeds the true $0.416$. The other three lie above the threshold at $0.5$. Together with that excess in the first, they stand for the higher bound states and the continuum. That suffices for $C_6$, which is a smooth average over the spectrum. It would not suffice for the absorption at a given frequency.

## London and Slater-Kirkwood

Suppose that all the strength $f$ sits at one energy $\omega$. Then (2) gives $C_6=3f^2/(4\omega^3)$ and (3) gives $\alpha=f/\omega^2$. Eliminating $f$,

$$C_6=\tfrac34\alpha^2\omega.\tag{9}$$

Both estimates use the exact $\alpha=9/2$ and differ in the choice of $\omega$.

London's choice is the ionization energy, $\omega=\tfrac12$:

$$C_6^{\mathrm L}=\tfrac34(4.5)^2(0.5)=7.594,$$

which is 16.8% above the converged value.

Slater and Kirkwood fix $\omega$ by the number of electrons. For one electron $f=1$, so $\omega=\alpha^{-1/2}=0.4714$ and

$$C_6^{\mathrm{SK}}=\tfrac34\alpha^{3/2}=7.159,$$

which is 10.2% too high.

To reproduce the true $C_6$, (9) would need $\omega=4C_6/(3\alpha^2)=0.4279$. Both choices lie above this. To see what sets the effective energy, write $\alpha_n=f_n/\omega_n^2$ for the share of each state in the polarizability. Then (2) becomes

$$C_6=\frac32\sum_{m,n}\alpha_m\alpha_n\frac{\omega_m\omega_n}{\omega_m+\omega_n}.\tag{10}$$

The energies are weighted by polarizability, which favours low excitations. The 2p state alone supplies $0.4162/0.375^2=2.96$ of the $4.5$, and it lies well below the ionization energy.

Equation (10) also yields bounds. The fraction grows with either energy, so it is at least $\omega_1/2$, where $\omega_1=3/8$ is the lowest excitation energy. Hence

$$C_6\ge\tfrac34\alpha^2\omega_1=5.695.$$

This alone rules out the value $3.919$ of the tempting solution.

From above, $4\omega_m\omega_n\le(\omega_m+\omega_n)^2$ bounds the fraction by $(\omega_m+\omega_n)/4$. The two terms contribute equally to the double sum, so

$$C_6\le\tfrac34\alpha\sum_n\alpha_n\omega_n=\tfrac34\alpha\sum_n\frac{f_n}{\omega_n}=\tfrac34\alpha\cdot2\langle z^2\rangle.$$

The last step uses $f_n/\omega_n=2z_n^2$ and completeness. In the 1s state $\langle z^2\rangle=1$, since $2\langle z^2\rangle=J_{22}=2$. The bound is therefore $6.75$, only 3.9% above $C_6$. The Cauchy-Schwarz inequality and (4) then give

$$\left(\sum_n\frac{f_n}{\omega_n}\right)^2\le\sum_nf_n\sum_n\frac{f_n}{\omega_n^2}=\alpha,$$

and therefore

$$C_6\le\tfrac34\alpha\cdot2\langle z^2\rangle\le\tfrac34\alpha^{3/2}.$$

The Slater-Kirkwood value is thus a rigorous upper bound for hydrogen, given the exact $\alpha$. The proof needs the full sum of oscillator strengths. If the electron number $N_e$ in $\tfrac34\alpha^{3/2}N_e^{1/2}$ is replaced by a smaller, fitted one, this proof no longer applies. For hydrogen the estimate falls below $C_6$ once $N_e<(6.499/7.159)^2\approx0.82$.

London's value has no such status. It is too high here because the effective energy $0.428$ is below $0.5$. If instead the whole polarizability came from states above the ionization energy $I$, every fraction in (10) would exceed $I/2$, and (9) with $\omega=I$ would give too small a result. In general the sign of the error depends on whether the fraction in (10), averaged with the weights $\alpha_m\alpha_n$, lies below or above $I/2$.

## Values computed for the example and the checks

```
All values in atomic units unless stated
C6 with N =  1 pseudostates: 6.000000000
C6 with N =  2 pseudostates: 6.482142857
C6 with N =  3 pseudostates: 6.498443983
C6 with N =  4 pseudostates: 6.499002577
C6 with N =  5 pseudostates: 6.499025355
C6 with N =  6 pseudostates: 6.499026596
C6 with N =  8 pseudostates: 6.499026704
C6 with N = 10 pseudostates: 6.499026705
C6 with N = 20 pseudostates: 6.499026705
C6 with N = 40 pseudostates: 6.499026705
C6 for N = 2 as exact fraction: 363/56
N = 2, state 1: omega = 0.400000, f = 0.666667
N = 2, state 2: omega = 1.000000, f = 0.333333
N = 4, state 1: omega = 0.376463, f = 0.445603
N = 4, state 2: omega = 0.517105, f = 0.291852
N = 4, state 3: omega = 0.901463, f = 0.208380
N = 4, state 4: omega = 2.604969, f = 0.054166
polarizability with N = 1: 4.000000
polarizability with N = 2: 4.500000
converged polarizability: 4.500000
converged <z^2> of 1s: 1.000000
sum f/omega^3, N = 2: 10.750000
grid polarizability: 4.500000
grid sum f/omega^3: 10.75000
grid C6 from frequency integral: 6.499027
true 1s-2p: omega = 0.375000, f = 0.416197
bound states n = 2..40: sum of f = 0.5645
bound states only: polarizability = 3.6613
bound states only: C6 = 3.9190
bound states only: share of C6 = 60.3 %
lower bound, first excitation: omega = 0.37500, C6 = 5.6953, error -12.4 %
upper bound from <z^2>: omega = 0.44444, C6 = 6.7500, error +3.9 %
Slater-Kirkwood: omega = 0.47140, C6 = 7.1595, error +10.2 %
London, ionization energy: omega = 0.50000, C6 = 7.5937, error +16.8 %
effective energy 4 C6/(3 alpha^2): 0.42792
C6 converted: 3.8833 eV angstrom^6
```
